# The generalised Kadanoff-Baym ansatz tested on a dimer and a level

## Problem

For fermion operators $c_i$, let

$$G^<_{ij}(t,t')=i\langle c_j^\dagger(t')c_i(t)\rangle,\qquad G^R_{ij}(t,t')=-i\theta(t-t')\langle\{c_i(t),c_j^\dagger(t')\}\rangle,$$

with $G^A(t,t')=[G^R(t',t)]^\dagger$ and $\rho(t)=-iG^<(t,t)$. Formulas use $\hbar=1$; in numbers a time enters as $t/\hbar$, with $\hbar=658.2$ µeV ps. The generalised Kadanoff-Baym ansatz (GKBA) replaces the two-time function by equal-time data:

$$G^<(t,t')\simeq-G^R(t,t')\rho(t')+\rho(t)G^A(t,t').\tag{1}$$

The exact $G^R$ is supplied throughout, so that only (1) is on trial.

**Dimer.** Two sites are coupled by a tunnel element $J=20$ µeV. Site 1 starts 50 µeV below the chemical potential and site 2 the same distance above it, in equilibrium at 50 mK. At $t=0$ both levels are moved to the chemical potential, which removes the detuning of 100 µeV; from then on the dimer is isolated. How wrong is (1), first as a $2\times2$ matrix relation, then applied to site 1 alone, for $t'=20$ ps and $t=60$ ps?

**Level.** A single level at $\varepsilon_0=10$ µeV above the chemical potential $\mu=0$ is in equilibrium with one reservoir at 50 mK ($kT=4.309$ µeV). Its width $\Gamma=40$ µeV does not depend on energy.

1. How wrong is (1) at $\tau=t-t'=50$ ps?
2. What fraction of a full level lies in occupied states more than $5kT$ above $\mu$, exactly and by (1)?
3. Does a rate equation closed with (1) find the right occupation, here and for a reservoir with $\Gamma(\omega)=\Gamma W^2/[(\omega-\omega_0)^2+W^2]$, where $W=40$ µeV and $\omega_0=-40$ µeV?

## First estimate by scaling

The ansatz says that the past before $t'$ matters only through $\rho(t')$. In the dimer nothing else stores the past, so the matrix relation should hold. Site 1 alone forgets its coherence with site 2. For one electron this coherence is at most $1/2$, and the phase $J(t-t')/\hbar\approx1.2$ is enough for nearly full transfer. The error should approach $0.5$.

For the level, (1) knows one number, the occupation $n$, and can only fill the spectral line evenly. The Fermi function changes across the line by about $\Gamma/4kT$ if this is small, and by order one otherwise. Here $\Gamma/4kT=40/17.2=2.3$, so the relative error should be of order one.

Above $5kT=21.5$ µeV lies about a third of the line. With $n$ about a third, even filling puts roughly $0.1$ there. The true weight is a Boltzmann tail, $kT\,A(5kT)\,e^{-5}/2\pi$. With the Lorentzian $A=40/(11.5^2+20^2)=0.075$ per µeV, this is about $3.5\times10^{-4}$.

For the Lorentzian reservoir, even filling misjudges which electrons can leave. The coupling is $\Gamma(\omega_0)=40$ µeV at its peak below $\mu$, but $\Gamma(\varepsilon_0)=40\times1600/4100=15.6$ µeV at the level. The odds $n/(1-n)$ may then be wrong by a factor near $40/15.6=2.6$. For constant $\Gamma$ this source of error is absent.

## Exact solution: the dimer

Without interaction, $i\dot c_i=\sum_jh_{ij}(t)c_j$ is linear, so $c(t)=U(t,t')c(t')$ with a unitary matrix $U$. Equal-time anticommutators are $\delta_{ij}$, hence $G^R(t,t')=-i\theta(t-t')U(t,t')$. Likewise

$$G^<_{ij}(t,t')=i\sum_kU_{ik}(t,t')\langle c_j^\dagger(t')c_k(t')\rangle=i[U(t,t')\rho(t')]_{ij}.\tag{2}$$

For $t>t'$ the ansatz gives $-(-iU)\rho(t')=iU\rho(t')$, which is (2). For $t<t'$, $G^A(t,t')=[-iU(t',t)]^\dagger=iU(t,t')$. Since $\rho(t)=U(t,t')\rho(t')U^\dagger(t,t')$,

$$\rho(t)G^A(t,t')=iU(t,t')\rho(t')U^\dagger(t,t')U(t,t')=iU(t,t')\rho(t'),$$

again (2). Neither the form of the quench nor that of the initial state was used. The matrix ansatz is therefore an identity for an isolated noninteracting system.

The element for site 1 is $iU_{11}\rho_{11}+iU_{12}\rho_{21}$, and a one-site ansatz keeps the first term. After the quench $h=J\sigma_x$, so that $U_{11}=\cos J\tau$ and $U_{12}=-i\sin J\tau$. With $J\tau/\hbar=20\times40/658.2=1.215$, the cosine is $0.348$ and the sine $0.938$. The computed state at $t'$ has $\rho_{11}=0.6615$ and $\rho_{21}=-0.1857-0.4352i$. Therefore

- kept: $i(0.348)(0.6615)=0.230i$;
- dropped: $0.938\,\rho_{21}=-0.174-0.408i$;
- sum: $-0.174-0.178i$, the exact value.

The dropped term has modulus $0.44$. A calculation in the four-state Fock space, from the operator definitions, gave a largest matrix error of $4\times10^{-16}$ over all pairs from $-30$, 10, 20, 60 and 110 ps.

Interaction generally destroys the identity. With an intersite repulsion of 200 µeV the largest error over the same times is $0.14$ at 1 K. At 50 mK it is only $3\times10^{-11}$, because the state is then almost a pure one-electron state $\phi$. For such a state $\rho_{jk}=\phi_j\phi_k^*$, and the part of $G^R\rho$ that adds an electron contains $\sum_j\phi_jc_j^\dagger|\phi\rangle$. This puts two electrons into one orbital and vanishes. The remaining part gives

$$i\sum_j\phi_i(t)\phi_j^*(t')\,\phi_j(t')\phi_k^*(t')=i\phi_i(t)\phi_k^*(t'),$$

which is the exact $G^<_{ik}$, since one electron feels no repulsion. An admixture $p$ of the empty state, here about $4\times10^{-6}$, does no harm: it adds $ipU$ to $-G^R$, and the ansatz then gives $(1-p)^2+p(1-p)=1-p$ times this result, which is again exact. What remains is of the order of the weight of the upper one-electron state, $e^{-107.7/4.309}\approx10^{-11}$.

## Exact solution: the level

Let the level operator $d$ couple to reservoir operators $b_k$ through $\sum_k(V_kd^\dagger b_k+\text{h.c.})$. The reservoir equation $i\dot b_k=\varepsilon_kb_k+V_k^*d$ integrates to

$$b_k(t)=e^{-i\varepsilon_k(t-t_0)}b_k(t_0)-iV_k^*\int_{t_0}^tds\,e^{-i\varepsilon_k(t-s)}d(s).$$

Inserted into $i\dot d=\varepsilon_0d+\sum_kV_kb_k$, this gives

$$i\dot d=\varepsilon_0d+\xi(t)-i\int_{t_0}^tds\,K(t-s)d(s),\qquad K(\tau)=\int\frac{d\omega}{2\pi}\Gamma(\omega)e^{-i\omega\tau},\tag{3}$$

where $\Gamma(\omega)=2\pi\sum_k|V_k|^2\delta(\omega-\varepsilon_k)$ and $\xi(t)=\sum_kV_ke^{-i\varepsilon_k(t-t_0)}b_k(t_0)$ is the incoming reservoir field. For a reservoir initially in equilibrium and uncorrelated with the level,

$$\{\xi(t),\xi^\dagger(s)\}=K(t-s),\qquad\langle\xi^\dagger(s)\xi(t)\rangle=K_f(t-s)=\int\frac{d\omega}{2\pi}\Gamma(\omega)f(\omega)e^{-i\omega(t-s)}.\tag{4}$$

For constant $\Gamma$, $K(\tau)=\Gamma\delta(\tau)$. Half of the delta function lies inside the integral in (3), which becomes $-i(\Gamma/2)d(t)$. With $z=i\varepsilon_0+\Gamma/2$, integration from $t'$ gives

$$d(t)=e^{-z(t-t')}d(t')-i\int_{t'}^tdt_1\,e^{-z(t-t_1)}\xi(t_1).\tag{5}$$

The field $\xi(t_1)$ with $t_1>t'$ anticommutes with $d^\dagger(t')$, which contains only earlier fields. Hence $G^R(\tau)=-i\theta(\tau)e^{-z\tau}$. Forming $i\langle d^\dagger(t')d(t)\rangle$ from (5), the first term is $ine^{-z\tau}$, exactly the ansatz. The second is its error,

$$C(\tau)=\int_{t'}^tdt_1\,e^{-z(t-t_1)}\langle d^\dagger(t')\xi(t_1)\rangle.$$

Later fields anticommute with the level but are still correlated with it, because $K_f$ has a memory that $K$ lacks.

In the steady state, $t_0\to-\infty$ and $d(t')=-i\int_{-\infty}^{t'}dt_2\,e^{-z(t'-t_2)}\xi(t_2)$. Set $t'=0$ and use (4). The two time integrals are

$$\int_{-\infty}^0dt_2\,e^{z^*t_2+i\omega t_2}=\frac1{\Gamma/2+i(\omega-\varepsilon_0)},\qquad\int_0^\tau dt_1\,e^{-z(\tau-t_1)-i\omega t_1}=\frac{e^{-i\omega\tau}-e^{-z\tau}}{\Gamma/2-i(\omega-\varepsilon_0)}.$$

The Hermitian conjugate of $-i$ supplies a factor $i$. With $A(\omega)=\Gamma/[(\omega-\varepsilon_0)^2+\Gamma^2/4]$,

$$C(\tau)=i\int\frac{d\omega}{2\pi}f(\omega)A(\omega)\left[e^{-i\omega\tau}-e^{-z\tau}\right].\tag{6}$$

The same steady solution at equal times gives $n=\int fA\,d\omega/2\pi$. Adding $ine^{-z\tau}$ to (6) cancels its second term, so $G^<(\tau)=i\int fAe^{-i\omega\tau}d\omega/2\pi$, or $G^<(\omega)=if(\omega)A(\omega)$.

For the ansatz, negative times follow from $G^<(-\tau)=-[G^<(\tau)]^*$, and

$$G^<_{\rm GKBA}(\omega)=in\,2\,\mathrm{Re}\int_0^\infty d\tau\,e^{i\omega\tau-z\tau}=inA(\omega).\tag{7}$$

It is right only if $f=n$ wherever $A\neq0$. At finite temperature and chemical potential $f$ is strictly decreasing while $A>0$ everywhere, so (1) is wrong for this level.

**Numbers.** Integration gives $n=0.365$. At 50 ps the ansatz has modulus $0.365\,e^{-50/32.9}=0.080$, where $32.9$ ps is $2\hbar/\Gamma$. The values are

- exact: $-0.092+0.085i$;
- GKBA: $0.055+0.058i$;
- difference: $-0.147+0.027i$.

A direct evaluation of the double time integral gave the same difference. The closed system of level plus reservoir obeys the matrix ansatz, so the difference must also equal the dropped coherence $i\sum_kU_{dk}\rho_{kd}$. Diagonalizing a reservoir of 1601 states between $\pm3200$ µeV gave $-0.147+0.027i$ for that sum. The level fails for the same reason as one site of the dimer.

Above $5kT$ the exact occupied weight is $2.9\times10^{-4}$. The ansatz gives $n[\tfrac12-\tfrac1\pi\arctan(11.54/20)]=0.365\times0.333=0.122$.

**Long times.** For $\tau>0$ close the frequency contour in the lower half-plane, which turns $i\int d\omega/2\pi$ into the sum of residues. The residue of $A$ at $\varepsilon_0-i\Gamma/2$ is $\Gamma/(-i\Gamma)=i$; that of $f$ at each $-i\nu_m$, $\nu_m=(2m+1)\pi kT$, is $-kT$. Thus

$$G^<(\tau)=if(\varepsilon_0-i\Gamma/2)e^{-z\tau}-kT\sum_{m\ge0}A(-i\nu_m)e^{-\nu_m\tau}.\tag{8}$$

If $\pi kT<\Gamma/2$, as here (13.5 against 20 µeV), the thermal term decays most slowly, in $\hbar/\pi kT=48.6$ ps. At 200 ps the exact modulus is $0.0069$ and that of the ansatz $0.0008$.

**High temperature.** For $kT\gg\Gamma,|\varepsilon_0|$ and $\pi kT\tau\gg1$ the sum in (8) is negligible. Expanding $f(x)\approx\tfrac12-x/4kT$ in the first term gives

$$if(\varepsilon_0-i\Gamma/2)\approx i\left(\frac12-\frac{\varepsilon_0}{4kT}\right)-\frac{\Gamma}{8kT}.$$

The bracket is $n$ to this order, because the part of $f$ odd about $\varepsilon_0$ averages to zero over the symmetric line. The error is then $-(\Gamma/8kT)e^{-z\tau}$, a fraction $\Gamma/4kT$ of the ansatz with $n\approx\tfrac12$. At $kT=100\,\Gamma$ and $\tau=\hbar/\Gamma$, the computed error agreed in modulus with this law to $0.01\%$.

## Exact solution: the rate equation

Equation (3) gives, since $\dot n=2\,\mathrm{Re}\langle d^\dagger\dot d\rangle$,

$$\dot n=2\,\mathrm{Re}\left[-i\langle d^\dagger(t)\xi(t)\rangle-\int_{t_0}^tds\,K(t-s)\langle d^\dagger(t)d(s)\rangle\right].$$

In (3), $\xi(s)$ acts as a kick $-i\xi(s)$ that then propagates with $iG^R(t,s)$. Hence $d(t)=iG^R(t,t_0)d(t_0)+\int ds\,G^R(t,s)\xi(s)$, and $\langle d^\dagger(t)\xi(t)\rangle=\int ds\,G^A(s,t)K_f(t-s)$ exactly. The other average is $-iG^<(s,t)$, which (1) replaces by $-in(s)G^A(s,t)$. Therefore

$$\dot n=2\,\mathrm{Im}\int_{t_0}^tds\,G^A(s,t)\left[K_f(t-s)-K(t-s)n(s)\right].\tag{9}$$

In a steady state $n$ is constant and $G^A(s,t)=ia^*(t-s)$, with $a(\tau)=\int A(\omega)e^{-i\omega\tau}d\omega/2\pi$. Because $a$, $K$ and $K_f$ turn into their conjugates when $\tau$ changes sign, $2\,\mathrm{Re}\int_0^\infty a^*K\,d\tau=\int_{-\infty}^\infty a^*K\,d\tau=\int\Gamma A\,d\omega/2\pi$ by Parseval's theorem, and similarly for $K_f$. Setting $\dot n=0$,

$$n_{\rm GKBA}=\frac{\int\Gamma Af\,d\omega}{\int\Gamma A\,d\omega}.\tag{10}$$

The exact occupation follows from $d=\int G^R\xi$: it is $\int|G^R|^2\Gamma f\,d\omega/2\pi$. From $1/G^R=\omega-\varepsilon_0-\Sigma^R$ and $-2\,\mathrm{Im}\,\Sigma^R=\Gamma(\omega)$ one has $A=-2\,\mathrm{Im}\,G^R=|G^R|^2\Gamma$, so that $n=\int fA\,d\omega/2\pi$ again. For constant $\Gamma$, (10) reduces to this, because $\int A\,d\omega=2\pi$. The rate equation then finds the right occupation although its two-time function is wrong.

For the Lorentzian reservoir the exact value is $n=0.216$, while (10) gives $0.380$. Stepping (9) in time from an empty, suddenly coupled level also led to $0.380$. The true electrons sit mostly below $\mu$, where $\Gamma(\omega)$ is large. Even filling moves some of them to energies where they escape slowly, so the loss is underestimated and $n$ settles too high. With $W=2000$ µeV the two values differ by less than $0.001$.

## Comparison

| Quantity | Estimate | Exact solution |
|---|---|---|
| One-site dimer error | near 0.5 | 0.44 |
| Level error at 50 ps, relative to exact $G^<$ | order one | 1.2 |
| Weight above $5kT$, true | $3.5\times10^{-4}$ | $2.9\times10^{-4}$ |
| Weight above $5kT$, GKBA | 0.1 | 0.12 |
| Factor in the odds, Lorentzian reservoir | 2.6 | 2.2 |

The last factor is $(0.380/0.620)/(0.216/0.784)$. By (10) it equals the mean of $\Gamma(\omega)$ over the occupied part of the line, weighted with $Af$, divided by its mean over the empty part, weighted with $A(1-f)$. The estimate replaced these means by $\Gamma(\omega_0)$ and $\Gamma(\varepsilon_0)$. The scaling argument misses the slow thermal tail, which comes from the poles of $f$.

The parameters are rough values for gate-defined GaAs quantum dots at dilution-refrigerator temperature. A single spin state requires a strong field; with a $g$-factor of magnitude 0.44, 10 T in the plane splits the spins by about 0.25 meV. Apart from the static shift caused by an asymmetric lead band, described below, charging is the largest of the neglected effects estimated here. With a charging energy of roughly 1 meV, a mean-field estimate puts $0.010$ electrons in the other spin state and shifts the level by 10 µeV. Uncorrected by a gate, this would change $n$ by about $0.1$. Mean-field theory is doubtful for so large a charging energy, but the shift can also be estimated to lowest order in the tunnelling of the other spin, with charging kept in full. A virtual electron in the other spin state costs $0.265$ meV if the level is empty and $1.265$ meV if it is filled. The empty state is therefore lowered more, and summing over the filled reservoir states raises the level by $(\Gamma/2\pi)\ln(1.265/0.265)\approx10$ µeV, as in mean field. The occupation of the other spin state becomes $(\Gamma/2\pi)[(1-n)/0.265+n/1.265]\,\text{meV}^{-1}\approx0.017$ when the empty and filled level are treated as sharp states (about $0.016$ at zero temperature with the level's own broadening included), so the mean-field value is right only in order of magnitude. The level results therefore judge the ansatz within a model and do not predict a particular dot. A static level offset of 2 µeV, as left by slow charge noise, would change $n$ by $0.024$, and a flat lead band reaching 10 meV below $\mu$ by less than $0.001$, provided the static level shift it produces is counted in $\varepsilon_0$. For band edges $D_-$ below and $D_+$ above $\mu$ this shift is $(\Gamma/2\pi)\ln(D_-/D_+)$. It vanishes only for a symmetric band; for edges at 10 and 100 meV it is $-15$ µeV and, uncorrected, would raise $n$ by about $0.2$. Dephasing between the two sites of the dimer with a time of 1 ns would remove 4% of the coherence in 40 ps without tunnelling. In the quenched dimer, acting from 20 to 60 ps, it would lower the final $|\rho_{21}|$ by only about 2%, because tunnelling turns part of the coherence into a population difference, which this dephasing does not damp.

## Computed values

```
temperature: 0.05 K
kT: 4.3087 micro-eV
hbar: 658.21 micro-eV ps
dimer tunnel element: 20 micro-eV
dimer detuning before quench: 100 micro-eV
dimer oscillation period: 103.39 ps
dimer later time t: 60 ps
dimer earlier time t': 20 ps
left-site occupation at t': 0.66153
coherence rho21 at t': -0.18569 -0.43523i
dimer G<11(t,t') exact: -0.17409 -0.17785i
dimer G<11(t,t') matrix GKBA: -0.17409 -0.17785i
dimer G<11(t,t') one-site GKBA: 0.00000 +0.23018i
dropped coherence term: -0.17409 -0.40803i
worst dimer GKBA error, 0.05 K: 4.003e-16
worst dimer GKBA error, 1 K: 2.2207e-16
interdot repulsion (rough): 200 micro-eV
error with repulsion, 0.05 K: 2.6907e-11
error with repulsion, 1 K: 0.14206
level above mu: 10 micro-eV
level width Gamma: 40 micro-eV
level occupation n: 0.36457
tau 10 ps: |G<| exact 0.27609, GKBA 0.26904
tau 20 ps: |G<| exact 0.22208, GKBA 0.19854
tau 50 ps: |G<| exact 0.12499, GKBA 0.07979
tau 100 ps: |G<| exact 0.04960, GKBA 0.01746
tau 200 ps: |G<| exact 0.00692, GKBA 0.00084
G<(50 ps) exact: -0.09161 +0.08502i
G<(50 ps) GKBA: 0.05495 +0.05786i
memory integral at 50 ps: -0.14656 +0.02716i
level-reservoir coherence at 50 ps: -0.14680 +0.02744i
thermal tail decay time: 48.626 ps
GKBA decay time: 32.911 ps
threshold 5 kT above mu: 21.543 micro-eV
occupied weight above threshold, exact: 0.00028727
occupied weight above threshold, GKBA: 0.12154
-iG< at 20 micro-eV, exact: 0.00076386 1/micro-eV
-iG< at 20 micro-eV, GKBA: 0.029165 1/micro-eV
high-T error / limiting law (kT=100 Gamma): 0.99993
Lorentzian reservoir centre: -40 micro-eV
Lorentzian reservoir half-width: 40 micro-eV
structured reservoir n, exact: 0.21616
structured reservoir n, GKBA formula: 0.37994
structured reservoir n, GKBA time-stepped: 0.37991
half-width 2000 micro-eV: n GKBA minus exact: -0.0001358
Zeeman splitting (g=0.44, 10 T in plane): 254.69 micro-eV
charging and orbital energies, each (rough): 1000 micro-eV
other-spin occupation, mean field: 0.010115
level shift by other spin: 10.115 micro-eV
second-order charging scale: 16.075 micro-eV
next-orbital occupation, mean field: 0.0046312
occupation error, 10 meV lead band: 0.00063662
occupation change, 2 micro-eV charge noise: 0.023716
dimer coherence loss over t-t', 1 ns dephasing: 0.039211
```
